Why Cartesian relaxation slows with length, and how a connectivity Laplacian helps

**A ring of springs**

Take N identical atoms on a ring, with N even. Neighbours are a distance a apart and joined by springs of stiffness k. Each atom has one displacement u_j along the ring and feels a fixed force f_j; the forces sum to zero. The energy is

E = ½k Σ_j (u_{j+1} − u_j)² − Σ_j f_j u_j.

Differentiating the spring energy twice gives the Hessian H, which acts as

(Hu)_j = k(2u_j − u_{j+1} − u_{j−1}).

For a wave u_j = exp(iqja), the two neighbours contribute 2cos(qa) u_j. The eigenvalue is therefore

λ(q) = 2k(1 − cos qa) = 4k sin²(qa/2), q = 2πm/(Na), m integer.

The case m = 0 is a uniform translation. It costs no energy and is left out here and below. The softest remaining mode has one wavelength around the ring, and in the stiffest mode neighbours move oppositely:

λ_min = 4k sin²(π/N), λ_max = 4k.

The condition number is their ratio,

κ = λ_max/λ_min = 1/sin²(π/N) ≈ N²/π² for large N.

A Cartesian optimizer that moves each atom in proportion to its own force must keep its step short enough for the stiff mode. The soft mode has a force smaller by a factor κ for the same displacement, so it barely advances. Since L = Na, the disparity grows as L².

The cure is visible in the same formula. Let Λ be the connectivity Laplacian: its diagonal element is the number of bonds at an atom, and its off-diagonal element is −1 for a bonded pair and 0 otherwise. Here H = kΛ. Solving kΛu = f, instead of moving along f, gives the relaxed ring in one step at any length. In a real crystal H is not proportional to Λ. What survives is that the energy of a long wave is proportional to q² for both, though with different constants.

**Why any elastic crystal shows the L² law**

Consider an unstressed, stable crystal with short-range forces, in a periodic cell of length L along x and fixed periodic cross-section. Displace its atoms by a long acoustic wave u = A cos(qx), with q = 2π/L. If there are several atoms per primitive cell, let them also relax within it; these extra shifts are of order qA and change uᵀu only at higher order. The strain is of size qA. If C is the elastic modulus for this strain, the mean energy density is

½C q²A² ⟨sin² qx⟩ = ¼C q²A².

For volume V and n atoms, uᵀHu is twice the energy, or ½VCq²A², while uᵀu = ½nA². The lowest eigenvalue cannot exceed the ratio of these quantities, so at leading order in q

λ_min ≤ C(V/n)q² = 4π²C(V/n)/L².

The largest eigenvalue is set by short-range bonding and tends to a finite value. Hence κ grows at least as L². Elastic stability supplies the matching limit: if every long wave costs at least a fixed positive multiple of q², and no other mode is soft, κ grows no faster than L².

Masses do not enter, because relaxation uses H rather than the dynamical matrix. Acoustic modes matter because translation invariance forces their energy to vanish as q → 0. If a substrate ties every atom to its site with stiffness k₀, then λ_min ≥ k₀, and κ levels off once the acoustic eigenvalue is well below k₀.

**From condition number to number of steps**

The L² law for κ is not an L² law for every optimizer. Near the minimum, let u* be the solution of Hu = f and e = u* − u the error. The residual force is r = f − Hu = He. Steepest descent with fixed step α sets u ← u + αr, hence

e ← (1 − αH)e.

A mode with eigenvalue λ is multiplied by 1 − αλ. The worst factor is smallest when the two ends of the spectrum have equal magnitude and opposite sign:

1 − αλ_min = −(1 − αλ_max), so α = 2/(λ_min + λ_max).

The worst factor is then

ρ = (λ_max − λ_min)/(λ_max + λ_min) = (κ − 1)/(κ + 1).

We measure the error by the energy norm ‖e‖ = √(eᵀHe), whose square is twice the energy above the minimum. To reduce it by a factor ε it suffices that ρⁿ ≤ ε. Because ln[(κ + 1)/(κ − 1)] = 2(1/κ + 1/(3κ³) + …) ≥ 2/κ, this holds when

n ≥ (κ/2) ln(1/ε).

Steepest descent is thus bounded by a count of order L², and it approaches that count when the softest mode carries a sizeable part of the error.

Conjugate gradients (CG) use the same forces better. Starting from u = 0, after m steps they have found the smallest energy-norm error available in the span of f, Hf, …, H^{m−1}f. The error is p(H)u*, where p is a polynomial of degree m with p(0) = 1. Any such polynomial gives an upper bound. Choose

p(λ) = T_m[(λ_max + λ_min − 2λ)/(λ_max − λ_min)]/T_m(x₀), x₀ = (κ + 1)/(κ − 1),

where T_m is the Chebyshev polynomial. On the spectrum its numerator is at most 1 in magnitude. The denominator is ½(zᵐ + z⁻ᵐ), with

z = x₀ + √(x₀² − 1) = (κ + 1 + 2√κ)/(κ − 1) = (√κ + 1)/(√κ − 1).

The relative error is therefore at most 2z⁻ᵐ. The same logarithmic inequality, with √κ in place of κ, gives the sufficient count

m ≥ (√κ/2) ln(2/ε),

which is of order L.

There is also a real-space reason why this growth is hard to avoid. With nearest-neighbour forces, each multiplication by H carries information across one bond. If balanced forces act on only a few atoms, after m CG steps no atom more than m − 1 bonds from the nearest of them has moved. L-BFGS started from a multiple of the identity has the same restriction, since its moves are combinations of gradients already seen. A response that spans the crystal needs a number of steps proportional to L. A longer force range changes the prefactor.

Both arguments need an error with long-wavelength content. A defect is not exempt merely because its relaxation is local: a localized displacement still contains long waves, and at a tight tolerance they can make the count grow.

**A lattice with shear as well as compression**

The ring has one displacement per atom, so it cannot show what happens when H and Λ differ. A triangular lattice with nearest-neighbour springs can. Its three bond directions are

n₁ = (1, 0), n₂ = (½, √3/2), n₃ = (−½, √3/2),

and the bond vectors are b_i = a n_i. For a wave with polarization v, bond i stretches by n_i·v times exp(iq·b_i) − 1. The squared magnitude of the last factor is

s_i = 2(1 − c_i) = 4 sin²(q·b_i/2), c_i = cos(q·b_i).

The Hessian for wave vector q is thus the 2 × 2 matrix

D(q) = k Σ_i s_i n_i n_iᵀ.

For q along x, s₂ = s₃ = 4 sin²(qa/4), and the off-diagonal terms of bonds 2 and 3 cancel. The transverse eigenvalue is

D_yy = k · 2 · ¾ · 4 sin²(qa/4) = 6k sin²(qa/4) ≈ (3/8)ka²q².

The longitudinal one is

D_xx = 4k sin²(qa/2) + 2k sin²(qa/4) ≈ (9/8)ka²q².

Shear is the softer branch, by a factor of three at long wavelength.

For the top of the spectrum, write S = Σ_i s_i and F = Σ_{i<j} s_i s_j. The trace of D/k is S. Its determinant is ¾F, because any two bond directions have a squared cross product of ¾. The eigenvalues are

λ_± = (k/2)[S ± √(S² − 3F)].

The claim λ_+ ≤ 6k means √(S² − 3F) ≤ 12 − S. Each s_i is at most 4, so S ≤ 12 and squaring is allowed. The claim becomes 48 − 8S + F ≥ 0. Inserting s_i = 2(1 − c_i),

48 − 8S + F = 12 + 8Σ_i c_i + 4Σ_{i<j} c_i c_j = 4Σ_{i<j}(1 + c_i)(1 + c_j) ≥ 0.

Equality occurs at q = (0, 2π/(√3a)), where c₁ = 1 and c₂ = c₃ = −1. A periodic cell with four rows contains this wave, so there λ_max = 6k. For the cells studied below, numerical diagonalization gives the transverse wave with q = 2π/(Na) as the softest mode. With N columns,

κ = 6k/[6k sin²(π/2N)] = 1/sin²(π/2N) ≈ 4N²/π².

**What the Laplacian does to this spectrum**

Use P = kΛ, applied separately to x and y displacements. For wave vector q it is the number kS, so the preconditioned matrix P⁻¹H has eigenvalues

μ_± = λ_±/(kS) = ½[1 ± √(1 − 3F/S²)].

The overall size of q² has cancelled. What remains depends on how the stretching is shared among bond directions. To bound it, set x_i = |sin(q·b_i/2)|, so that s_i = 4x_i². Then

4F − S² = 16[4Σ_{i<j} x_i²x_j² − (Σ_i x_i²)²] = 16[2Σ_{i<j} x_i²x_j² − Σ_i x_i⁴].

Heron's factorization turns the right side into

16(x₁ + x₂ + x₃)(−x₁ + x₂ + x₃)(x₁ − x₂ + x₃)(x₁ + x₂ − x₃).

Since b₁ = b₂ − b₃, each half-phase is, up to sign, a sum or difference of the other two. The inequality |sin(α ± β)| ≤ |sin α| + |sin β| then makes every factor nonnegative. Hence F/S² ≥ ¼, the square root is at most ½, and

¼ ≤ μ ≤ ¾, κ_P ≤ 3 at every length.

The four-row cells reach the value 3, because at the wave vector quoted above s = (0, 4, 4), S = 8, F = 16 and F/S² = ¼. The long-wave limit along x has the same ratio: it is the factor of three between compression and shear. A scalar Laplacian does not distinguish the two, and this is the price of its simplicity.

Preconditioned descent uses u ← u + αP⁻¹r. The matrix P⁻¹H is symmetric with respect to the energy inner product, so the earlier bounds hold with κ replaced by κ_P. The best fixed step is α = 2/(¼ + ¾) = 2, and the error at least halves at each step.

In physical terms, P⁻¹ is long-ranged although P is sparse. A force on one atom produces a displacement field throughout the cell in the first step, so information no longer travels bond by bond.

**How large the effect is**

The model parameters are round numbers. Each bond has the Morse energy D₀[1 − exp(−β(r − a))]², where r is its length, D₀ = 0.10 hartree, β = 0.50 bohr⁻¹ and a = 5.0 bohr. Its curvature at the minimum is

k = 2D₀β² = 2 × 0.10 × 0.25 = 0.050 hartree/bohr²,

so λ_max = 6k = 0.300 hartree/bohr². The cells have four periodic rows and N = 16, 32, 64 or 128 columns; the longest is 128 × 5.0 = 640 bohr, or 33.9 nm. Random balanced forces with a root-mean-square component of 5 × 10⁻⁴ hartree/bohr act on all atoms, with one random sample per length. In the harmonic problem such a load puts energy f²/(2λ) into a mode with force amplitude f, which favours soft modes. The target is ε = 10⁻⁴ in the energy norm, relative to the starting error.

For N = 128 the softest eigenvalue is 4.518 × 10⁻⁵ hartree/bohr², and

κ = 0.3000/(4.518 × 10⁻⁵) ≈ 6640.

The harmonic step counts, obtained by running the iterations, are:

N = 16: descent 429, CG 27
N = 32: descent 1774, CG 50
N = 64: descent 7102, CG 97
N = 128: descent 29951, CG 191

Doubling the length multiplies descent by 4.0 to 4.2 and CG by 1.9 to 2.0. At N = 128 the sufficient descent count is ½ × 6640 × ln(10⁴) ≈ 30600, close to the count found. The CG bound is ½ × 81.5 × ln(2 × 10⁴) ≈ 404, about twice the count found.

With the Laplacian, descent takes 13 steps at N = 16 and 14 at the other lengths. This agrees with repeated halving, since 2⁻¹⁴ ≈ 6 × 10⁻⁵ lies below the target and 2⁻¹³ ≈ 1.2 × 10⁻⁴ does not. Preconditioned CG takes 7 steps at all four lengths.

The role of the soft modes can be isolated by keeping H and removing from the load every mode with eigenvalue at or below k/2. Plain CG then takes 15, 15, 16 and 16 steps, although the condition number of H is unchanged. The spectrum that matters now spans at most a factor 6k/(k/2) = 12. The growth therefore comes from the soft part of the error, not from the number of atoms as such.

The full Morse energy was also minimized, by L-BFGS with ten stored pairs and step halving. The initial inverse Hessian M is a multiple of the identity in the plain version and P⁻¹ in the preconditioned one. At each iteration after the first it is rescaled by the factor sᵀy/(yᵀMy), where s is the latest step and y the resulting change in gradient. The target was to reduce the energy above the minimum to ε² = 10⁻⁸ of its starting value, with the minimum taken from a tightly converged run. Counting every energy-and-force evaluation, the plain version needs 37, 81, 182 and 323. Started from P⁻¹, it needs 10, 9, 9 and 9. At the longest cell the saving is a factor 323/9 ≈ 36 for this load. The plain count there shifts by some 20 per cent with the random load and the line search, so the saving is better read as roughly 30 to 40. The plain growth is roughly linear but irregular: the last two doublings multiply it by 2.2 and 1.8. The CG bound does not apply to this nonlinear, limited-memory method, so its near-linear growth is a numerical finding for this model.

In an electronic-structure relaxation each evaluation contains a self-consistent calculation, and the count multiplies that cost. The model says nothing about how the self-consistent cycle itself behaves with length.

**A force threshold can hide the problem**

A run can meet a fixed force threshold while its soft modes are still far from relaxed, because a soft mode exerts little force even at a large amplitude. A mode with peak force g has amplitude g/λ. For g = 10⁻⁵ hartree/bohr in the softest mode, the amplitude is 0.0035 bohr at N = 16, but at N = 128 it is

10⁻⁵/(4.518 × 10⁻⁵) ≈ 0.22 bohr.

The hidden displacement grows as L². Local bond lengths may be good while the long-range shape is not.

The preconditioner also supplies a better criterion. Let g now be the full gradient vector. Near the minimum the remaining energy is ΔE = ½gᵀH⁻¹g. For the triangular lattice ¼P ≤ H ≤ ¾P, in the sense of quadratic forms. Inversion reverses the order, so (4/3)P⁻¹ ≤ H⁻¹ ≤ 4P⁻¹ and

(2/3) gᵀP⁻¹g ≤ ΔE ≤ 2gᵀP⁻¹g.

The quantity gᵀP⁻¹g is already available in preconditioned descent and CG; in L-BFGS it takes at most one extra solve with P, and no extra force evaluation. In the harmonic lattice it bounds the energy error at every length. With Morse bonds under load, H differs somewhat from the harmonic Hessian, so the constants 2/3 and 2 are then approximate.

**Other materials, and where the method fails**

The general requirement is that positive constants c₁ and c₂, independent of length, satisfy

c₁P ≤ H ≤ c₂P.

Then κ_P ≤ c₂/c₁. Perfect order is not needed. If the triangular lattice has spring constants between k₁ and k₂, its energy lies between those of uniform lattices with these stiffnesses, so κ_P ≤ 3k₂/k₁. For stiffnesses drawn uniformly between k and 3k the bound is 9, and diagonalizing one sample per length gives 5.1, 5.5, 5.4 and 5.7 for N = 16, 32, 64 and 128.

The constant can still be large. Stiff regions joined only through weak contacts make c₂/c₁ large if all bonds have equal weight in Λ; weights that follow the stiffnesses can reduce it. They remove the growth with the stiffness ratio only if the stiff regions cannot turn. A compact stiff unit, such as a molecule in a crystal, can rotate rigidly while stretching only weak bonds, yet the weighted Laplacian charges that rotation the stiff weight, so c₂/c₁ still grows in proportion to the ratio. Weights also give little help when the stiff bonds form straight rows: a sideways wave along a row does not stretch these bonds to first order, yet the weighted Laplacian charges it their full stiffness. Near a structural instability c₁ tends to zero, and connectivity alone cannot reveal that soft mode.

A free-standing strand fails in a different way. Bending it with w = A cos(qx) costs energy in proportion to the squared curvature, (q²A)², so λ ∝ q⁴ and κ ∝ L⁴. The Laplacian still assigns this wave a cost proportional to q². The lowest preconditioned eigenvalue then falls as q⁴/q² = q², leaving κ_P ∝ L².

A triangular ribbon with three rows and free edges shows this. From N = 64 to N = 128, diagonalization gives a rise of κ from 1.19 × 10⁵ to 1.87 × 10⁶, a factor of 15.7. With the Laplacian it rises from 487 to 1940, a factor of 4.0. The preconditioner greatly lowers the condition number here but does not remove its growth. In three dimensions a strand can also twist. Turning it uniformly about its axis costs no energy, so a long twist costs an energy proportional to q². The Laplacian charges even the uniform turn, so the preconditioned eigenvalue of a long twist also falls as q².

A better P for such a strand is the Hessian of a spring network that itself resists twisting, and bending in every direction in which the strand can bend. Such a Hessian keeps the bond directions, which the Laplacian discards. The triangulated ribbon resists bending only within its own plane; a strand that can also twist or bend out of the plane needs a network braced in three dimensions. The uniform turn costs nothing in that network either, so it must be removed along with the translations. A single straight chain of nearest-neighbour springs would not do, since it has no bending stiffness.

**What to do in practice**

1. Build Λ from a neighbour list that connects the whole structure, and keep it fixed while the bonding is unchanged. If bonds form or break, rebuild it and restart the optimizer's memory.

2. Set the scale K in P = KΛ from one extra force evaluation. For a smooth trial displacement v and small h, use K ≈ vᵀ[g(x + hv) − g(x)]/(h vᵀΛv), where x is the current geometry. In the triangular lattice with harmonic springs this gives a K between k/4 and 3k/4, not the bond stiffness k. The step α = 2 and the energy bounds above were derived for P = kΛ and must then be rescaled. The scale does not affect CG in the harmonic problem, but it matters for fixed-step descent. In L-BFGS it directly affects only the first step if the initial inverse Hessian is rescaled at each iteration, as in the runs above; if P⁻¹ is held fixed, a wrong scale can slow the whole run.

3. Treat the translations explicitly. Λ cannot be inverted on a uniform shift, so remove the mean force, solve, and remove the mean displacement. If a substrate adds stiffness k₀ to every atom, use P + k₀ instead, which is invertible, and keep the mean force. The force change in step 2 then includes the substrate's share, so subtract k₀vᵀv/(vᵀΛv) from K. For the longest wave this share grows as L² and would otherwise swamp K. Let H be the Hessian without the substrate. For the triangular lattice the corrected K lies between k/4 and 3k/4, so c₁ = k/(4K) ≤ 1 and c₂ = 3k/(4K) ≥ 1. Hence c₁(P + k₀) ≤ H + k₀ ≤ c₂(P + k₀), and the condition number is at most c₂/c₁ = 3.

4. Use P⁻¹, rescaled at each iteration, as the initial inverse Hessian in L-BFGS, and judge convergence by gᵀP⁻¹g together with the largest force. Where c₁ falls with length, as in a strand that bends or twists, gᵀP⁻¹g with the Laplacian can greatly underestimate the remaining energy.

5. Compare two lengths. If the preconditioned count still grows, look for bending, twisting, a nearly unstable mode or a missing connection before tightening the line search.
